# Gauss Nodes, Weights and the DVR Map from the Coordinate Matrix

Take the four lowest harmonic-oscillator eigenfunctions as a basis, represent the potential by its values at four grid points as in a discrete variable representation (DVR), and diagonalise the Hamiltonian. The levels come out as 0.5, 1.5, 2.5 and 2.5 in units of $\hbar\omega$. The basis contains the exact eigenfunction at 3.5, yet that level is missing and a second 2.5 has taken its place.

The grid points are the eigenvalues of the coordinate matrix in this basis, and they are Gauss quadrature nodes. The change from basis functions to grid points is exactly unitary, so it cannot have moved a level. The error comes from the potential, and the proof below shows which matrix element is wrong and by how much.

## 1. Setting and statement

Let $w(x)\ge 0$ be a weight on an interval $(a,b)$, finite or infinite, with finite moments $\int_a^b w\,x^n dx$, and positive on a set of nonzero length. Then $\int w\,q^2dx>0$ for every nonzero real polynomial $q$, and orthogonalising $1,x,x^2,\dots$ gives real polynomials $p_n$ of degree $n$ with

$$\int_a^b w\,p_mp_n\,dx=\delta_{mn},\qquad p_n=\kappa_nx^n+\dots,\quad \kappa_n>0 .$$

With $\mu_0=\int w\,dx$, the constant polynomial is $p_0=\mu_0^{-1/2}$. The spectral basis is $\phi_n=\sqrt w\,p_n$ for $n=0,\dots,N-1$, and the coordinate matrix is

$$J_{mn}=\langle\phi_m|x|\phi_n\rangle=\int_a^b w\,p_m\,x\,p_n\,dx .$$

**Theorem.** The eigenvalues of $J$ are the $N$ distinct zeros $x_k$ of $p_N$, all inside $(a,b)$, and they are the nodes of the $N$-point Gauss rule for $w$. If $U_{nk}$ is component $n$ of the $k$-th normalised real eigenvector, the Gauss weights are $W_k=\mu_0U_{0k}^2$. With signs chosen so that $U_{0k}>0$,

$$U_{nk}=\sqrt{W_k}\,p_n(x_k).$$

This real orthogonal, hence unitary, matrix maps the spectral basis to the DVR basis.

## 2. The coordinate matrix is tridiagonal

Since $xp_n$ has degree $n+1$, it expands in $p_0,\dots,p_{n+1}$ with coefficients $\int w\,p_m\,x\,p_n\,dx$. For $m<n-1$ the polynomial $xp_m$ has degree below $n$ and is orthogonal to $p_n$, so the coefficient vanishes. Three terms remain:

$$xp_n=b_{n+1}p_{n+1}+a_np_n+b_np_{n-1},\qquad b_0p_{-1}\equiv0. \tag{1}$$

The same $b$ appears on both sides of the diagonal because the integral is symmetric in $m$ and $n$. Comparing the coefficients of $x^{n+1}$ gives $\kappa_n=b_{n+1}\kappa_{n+1}$, so

$$b_n=\kappa_{n-1}/\kappa_n>0. \tag{2}$$

Thus $J$ has diagonal $a_0,\dots,a_{N-1}$ and off-diagonal $b_1,\dots,b_{N-1}$. The element $b_N$, which couples $\phi_{N-1}$ to the first discarded function, is not in $J$.

## 3. Eigenvalues are the zeros of $p_N$

Let $\mathbf p(x)=(p_0(x),\dots,p_{N-1}(x))^T$. By (1), rows $0$ to $N-2$ of $J\mathbf p(x)$ equal $x$ times the corresponding entries. The last row lacks the term $b_Np_N$. With $\mathbf e_{N-1}$ the unit vector of the last row,

$$J\,\mathbf p(x)=x\,\mathbf p(x)-b_Np_N(x)\,\mathbf e_{N-1}. \tag{3}$$

If $p_N(x)=0$, then $\mathbf p(x)$ is an eigenvector with eigenvalue $x$. It is not the zero vector, because $p_0\neq0$.

For the converse, let $J\mathbf v=\lambda\mathbf v$ with $\mathbf v\ne0$. Row $0$ reads $a_0v_0+b_1v_1=\lambda v_0$. If $v_0$ were zero, $b_1>0$ would force $v_1=0$, the next row would force $v_2=0$, and so on until $\mathbf v=0$. Hence $v_0\neq0$, and we may scale $\mathbf v$ so that $v_0=p_0$. Rows $0$ to $N-2$ are then recurrence (1) at $x=\lambda$ with the same starting value, so $v_n=p_n(\lambda)$. Inserting this in (3) leaves $b_Np_N(\lambda)=0$, so $\lambda$ is a zero of $p_N$.

The eigenvalues are distinct. Two independent eigenvectors with the same eigenvalue could be combined into a nonzero eigenvector with $v_0=0$, which has just been excluded. A real symmetric $N\times N$ matrix therefore supplies $N$ different real zeros, and a polynomial of degree $N$ has no more.

To locate them, put $\chi_k=\sum_n\phi_nU_{nk}$, which has unit norm. Then

$$x_k=\sum_{mn}U_{mk}J_{mn}U_{nk}=\int_a^b x\,\chi_k^2\,dx .$$

Each node is the mean of $x$ over a normalised density on $(a,b)$, so it lies strictly between $a$ and $b$.

## 4. Eigenvectors give the weights

Define

$$W_k=\Big[\sum_{n=0}^{N-1}p_n(x_k)^2\Big]^{-1}. \tag{4}$$

The normalised eigenvector with positive first component is $U_{nk}=\sqrt{W_k}\,p_n(x_k)$. Its first component is $U_{0k}=\sqrt{W_k/\mu_0}$, so $W_k=\mu_0U_{0k}^2$. It remains to show that these numbers are the Gauss weights.

Eigenvectors of a real symmetric matrix with distinct eigenvalues are orthogonal, so $U^TU=UU^T=1$. The second product, written out, is

$$\sum_kW_kp_m(x_k)p_n(x_k)=\delta_{mn}=\int w\,p_mp_n\,dx,\qquad m,n\le N-1. \tag{5}$$

The sum over nodes thus integrates every product $p_mp_n$ exactly. These include one polynomial of each degree from $0$ to $2N-2$. For degree $2N-1$, use the last diagonal element of $J=U\,\mathrm{diag}(x_k)\,U^T$:

$$\sum_kW_kx_kp_{N-1}(x_k)^2=J_{N-1,N-1}=\int w\,x\,p_{N-1}^2\,dx .$$

One polynomial of each degree from $0$ to $2N-1$ forms a basis for all polynomials up to that degree. By linearity,

$$\sum_kW_kf(x_k)=\int w f\,dx\quad\text{for every polynomial } f \text{ of degree}\le 2N-1, \tag{6}$$

which is the defining property of the Gauss rule. The weights are fixed by the nodes. Let $L_k$ be the Lagrange polynomial of degree $N-1$ with $L_k(x_j)=\delta_{jk}$. Putting $f=L_k$ in (6) gives $W_k=\int wL_k\,dx$.

The rule fails at degree $2N$. For $f=p_N^2$ the sum is zero, since every node is a zero of $p_N$, while the integral is one. Because $x^{2N}=p_N^2/\kappa_N^2$ plus terms of degree at most $2N-1$,

$$\int w\,x^{2N}dx-\sum_kW_kx_k^{2N}=\frac1{\kappa_N^2}=\mu_0\,b_1^2b_2^2\cdots b_N^2. \tag{7}$$

The last form follows from (2) and $\kappa_0^2=1/\mu_0$.

## 5. The DVR basis

The functions $\chi_k=\sum_n\phi_nU_{nk}$ are orthonormal because $U$ is orthogonal. Inserting $U$,

$$\chi_k(x)=\sqrt{w(x)}\;\sqrt{W_k}\sum_{n=0}^{N-1}p_n(x)p_n(x_k).$$

The factor multiplying $\sqrt w$ is a polynomial of degree at most $N-1$. The relation $U^TU=1$ says $\sqrt{W_jW_k}\sum_np_n(x_j)p_n(x_k)=\delta_{jk}$, so its value at $x_j$ is $\delta_{jk}/\sqrt{W_k}$. These $N$ values determine it:

$$\chi_k(x)=\sqrt{\frac{w(x)}{W_k}}\;L_k(x). \tag{8}$$

Each DVR function vanishes at all other nodes, and at its own node it is nonzero if $w(x_k)>0$. Between nodes it is generally nonzero, so it is not a delta function.

A state $\psi=\sum_nc_n\phi_n=\sqrt w\,q$, with $q=\sum_nc_np_n$, has DVR coefficients

$$d_k=\sum_nU_{nk}c_n=\sqrt{W_k}\,q(x_k)=\sqrt{\frac{W_k}{w(x_k)}}\;\psi(x_k), \tag{9}$$

that is, $\mathbf d=U^T\mathbf c$. The last form requires $w(x_k)>0$. For a state outside the span, $\langle\chi_k|\psi\rangle$ is $\sqrt{W_k/w(x_k)}$ times the value at $x_k$ of its projection on the basis, not of $\psi$ itself.

Since $|d_k|^2=[W_k/w(x_k)]\,|\psi(x_k)|^2$, the ratio $W_k/w(x_k)$ acts as a local grid spacing.

## 6. Where the approximation enters

In the DVR basis the projected coordinate is diagonal. The DVR approximation replaces the matrix of $V(x)$ by the function $V$ of the projected coordinate:

$$V(J)_{mn}=\sum_kU_{nk}V(x_k)U_{mk}=\sum_kW_kp_m(x_k)V(x_k)p_n(x_k). \tag{10}$$

This is the Gauss sum for $\int w\,p_mVp_n\,dx$. For $V=x^d$ the integrand has degree $m+n+d$ beside the weight, so (6) and (7) give

- an exact element if $m+n+d\le2N-1$;
- exact minus DVR equal to $\kappa_m\kappa_n/\kappa_N^2$ if $m+n+d=2N$.

For $d=1$ the whole matrix is exact. For $d=2$ the condition fails only at $m=n=N-1$, where the deficit is $\kappa_{N-1}^2/\kappa_N^2=b_N^2$. The origin is visible in (1): $x\phi_{N-1}$ has a component $b_N\phi_N$ outside the basis. The true $x^2$ can pass through $\phi_N$ and return, while $J^2$ cannot.

The DVR Hamiltonian, with $T$ the kinetic matrix in the spectral basis, is

$$H^{\rm DVR}=U^TTU+\mathrm{diag}\,V(x_k). \tag{11}$$

With exact potential integrals, the matrix would be a projection of the true Hamiltonian, and the Rayleigh–Ritz principle would make its lowest eigenvalue an upper bound to the ground energy. With (10) it is in general not such a projection, and the bound is lost.

## 7. Four Hermite functions

Use units $\hbar=m=\omega=1$ and $w=e^{-x^2}$ on the real line, so $\mu_0=\sqrt\pi=1.772454$. The $\phi_n$ are the oscillator eigenfunctions. In terms of ladder operators $x=(\hat a+\hat a^\dagger)/\sqrt2$, which gives $a_n=0$ and $b_n=\sqrt{n/2}$.

**Nodes.** For $\pi_n=p_n/\kappa_n$, dividing (1) by $\kappa_n$ and using (2) gives $\pi_{n+1}=x\pi_n-b_n^2\pi_{n-1}$. Hence

$$\pi_2=x^2-\tfrac12,\quad \pi_3=x^3-\tfrac32x,\quad \pi_4=x^4-3x^2+\tfrac34 .$$

The zeros of $\pi_4$ satisfy $x^2=(3\pm\sqrt6)/2$, so the nodes are $\pm0.524648$ and $\pm1.650680$.

**Weights.** The eigenvectors have first components 0.673887 (inner nodes) and 0.214186 (outer nodes). The weights are $1.772454\times0.673887^2=0.8049$ and $1.772454\times0.214186^2=0.0813$. In order of increasing $x_k$, the map is

$$U=\begin{pmatrix}0.2142&0.6739&0.6739&0.2142\\-0.5&-0.5&0.5&0.5\\0.6739&-0.2142&-0.2142&0.6739\\-0.5&0.5&-0.5&0.5\end{pmatrix}.$$

The local spacings $W_ke^{x_k^2}$ are 1.06 and 1.24, comparable with the node separations 1.05 and 1.13.

**First failing moment.** The integral of $x^8e^{-x^2}$ is 11.6317 and the Gauss sum is 8.9730. Equation (7) predicts the difference: $1.772454\times\tfrac12\times1\times\tfrac32\times2=2.6587$.

**Kinetic matrix.** From $\hat p=i(\hat a^\dagger-\hat a)/\sqrt2$,

$$T=\tfrac12\hat p^2=\tfrac14\big(\hat a^\dagger\hat a+\hat a\hat a^\dagger-\hat a^2-\hat a^{\dagger2}\big),$$

so $T_{nn}=(2n+1)/4$ and $T_{n,n+2}=T_{n+2,n}=-\sqrt{(n+1)(n+2)}/4$. Let $t=U^TTU$. Its independent elements are

$$t_{11}=0.795876,\quad t_{12}=-0.538675,\quad t_{13}=-0.038675,$$
$$t_{14}=0.158248,\quad t_{22}=1.204124,\quad t_{23}=-0.658248;$$

reflection symmetry supplies the rest.

**Harmonic levels.** At the outer and inner nodes $x_k^2/2$ is 1.362372 and 0.137628. Even and odd combinations of mirror-image DVR functions split the problem into two blocks, with diagonal kinetic elements $t_{11}\pm t_{14}$ and $t_{22}\pm t_{23}$ and off-diagonal element $t_{12}\pm t_{13}$:

$$H_+=\begin{pmatrix}2.316497&-0.577350\\-0.577350&0.683503\end{pmatrix},\qquad H_-=\begin{pmatrix}2.0&-0.5\\-0.5&2.0\end{pmatrix}.$$

$H_+$ has trace 3 and determinant 1.25, hence eigenvalues 0.5 and 2.5. $H_-$ has eigenvalues 1.5 and 2.5.

Section 6 explains the missing 3.5. The exact value of $\langle\phi_3|x^2|\phi_3\rangle$ is 3.5 and the DVR value is 1.5, lower by $b_4^2=2$. The potential $x^2/2$ therefore lowers the last diagonal element by 1, from 3.5 to 2.5. For general $N$, the spectral form of this Hamiltonian is diagonal, with entries $n+\tfrac12$ for $n\le N-2$ and a last entry

$$N-\tfrac12-\tfrac12b_N^2=\tfrac34N-\tfrac12 .$$

The false level thus lies inside the spectrum, not at its top, once $N>4$. It moves upward as $N$ grows, so a given low level is eventually well separated from it.

## 8. An anharmonic potential

For $V=x^2/2+0.1x^4$ the potential at the outer and inner nodes is 2.104796 and 0.145204. The even block becomes

$$H_+=\begin{pmatrix}3.058920&-0.577350\\-0.577350&0.691080\end{pmatrix},$$

with lower eigenvalue $1.875-\sqrt{1.183920^2+0.577350^2}=0.557806$. The table compares ground energies in $\hbar\omega$:

| $N$ | DVR | exact integrals |
|---|---|---|
| 4 | 0.5578060 | 0.5595649 |
| 8 | 0.5591340 | 0.5591660 |
| 16 | 0.5591463 | 0.5591463 |
| 32 | 0.5591463 | 0.5591463 |

An extrapolated finite-difference calculation also gives 0.5591463. Relative to it, the four-point DVR is too low by 0.0013 and the variational value too high by 0.0004.

The sign of the DVR error at $N=4$ can be derived. The even functions are $\phi_0$ and $\phi_2$. Within this pair, $x^2$ is exact, and $x^4$ is wrong only at $m=n=2$, where $m+n+4=2N$. The deficit is $\kappa_2^2/\kappa_4^2=b_3^2b_4^2=3$, so the Hamiltonian element is too low by 0.3. Lowering one diagonal element of a symmetric $2\times2$ matrix lowers its lowest eigenvalue if the off-diagonal element is nonzero. Here that element is $0.1\langle\phi_0|x^4|\phi_2\rangle=0.2121$. The DVR energy therefore lies below the variational one; that it also falls below the reference is a numerical result. At $N=8$ the DVR value is the closer of the two, so neither method is uniformly more accurate here.

## 9. Implementation and conditions

1. Build $J$ from $a_n$ and $b_n$, diagonalise it, and flip eigenvector signs until $U_{0k}>0$. With a general eigensolver this is reliable only while every $U_{0k}$ is well above rounding error; step 2 covers the other case. The weights do not depend on these signs, but the amplitudes in (9) do.
2. Take $W_k=\mu_0U_{0k}^2$. An absolute error $\delta$ much smaller than $U_{0k}$ gives a relative error of about $2\delta/U_{0k}$ in $W_k$; once $\delta$ is as large as $U_{0k}$, the computed weight is meaningless. For 64 Hermite functions the outermost $U_{0k}$ is about $6\times10^{-25}$, far below double-precision rounding error for a vector of unit norm. A dense eigensolver can then return it with the wrong size and sign, although some tridiagonal solvers keep it accurate. In such cases compute $p_n(x_k)$ from recurrence (1), take $W_k$ from (4), and set $U_{nk}=\sqrt{W_k}\,p_n(x_k)$. This gives the weights and the signs without using the small component, as long as the sum in (4) does not overflow. For Hermite functions in double precision it is still finite at $N=350$ but overflows at the outer nodes at $N=400$; there the outermost $W_k$, about $5\times10^{-334}$, is itself below the double-precision range. The matrix $U$ is still within reach: at $N=400$ the values $p_n(x_k)$ are finite, and dividing them at each node by their largest magnitude before squaring, then normalising the column, gives $U$ orthogonal to about $10^{-12}$. The ratio $W_k/w(x_k)$ follows in the same way as $[\sum_n\phi_n(x_k)^2]^{-1}$.
3. Form (11) and increase $N$ until the wanted levels are stable. This is necessary but not sufficient, because a narrow feature of $V$ can fall between the nodes at every $N$ tried. For $V=x^2/2-20\,e^{-(x/0.02)^2}$ the Hermite DVR gives a ground energy of 0.5000000 at $N=8$, 16, 24 and 32, since an even $N$ puts no node at $x=0$, whereas a fine finite-difference grid gives $-0.024$. The node spacing must therefore also resolve the potential.

If the same space is spanned by another orthonormal basis, the nodes and the $\chi_k$ are unchanged up to sign. The weights must then be taken from $W_k=\mu_0\langle\phi_0|\chi_k\rangle^2$, since the first component in the new basis has no special meaning.

Reflection symmetry and an infinite interval are not needed. For $w=\sqrt{1-x^2}\,e^x$ on $(-1,1)$ with $N=5$, the nodes are $-0.8427$, $-0.4336$, $0.0830$, $0.5586$ and $0.8848$. The first weight is $1.775500\times0.198933^2=0.0703$. The nodes sum to 0.2500, as do the $a_n$, since both sums are the trace of $J$.

What the proof does need is a basis of $\sqrt w$ times polynomials of every degree from $0$ to $N-1$ in the variable being diagonalised. The box functions $\sin n\theta$, $n=1,\dots,N$, on $(0,\pi)$ do not have this form in $\theta$. They do in $z=\cos\theta$: the identity $2\cos\theta\sin n\theta=\sin(n+1)\theta+\sin(n-1)\theta$ shows that $\sin n\theta/\sin\theta$ is a polynomial of degree $n-1$ in $z$. Since $|d\theta|=dz/\sqrt{1-z^2}$ and $\sin^2\theta=1-z^2$, the overlap $\int\sin m\theta\,\sin n\theta\,d\theta$ becomes the integral of the product of these polynomials with weight $w=\sqrt{1-z^2}$ on $(-1,1)$. The matrix to diagonalise is then that of $\cos\theta$.

The element-by-element error rule of Section 6 applies to powers $x^d$, and so term by term to polynomial potentials, as long as $m+n+d\le2N$. For the remaining elements, and for any potential that is not a polynomial, it gives no estimate, and convergence has to be examined separately.

The numerical check checks the nodes against the zeros of $p_N$ and the weights against integrated Lagrange polynomials, for the weights $e^{-x^2}$ with $N=4$ and $\sqrt{1-x^2}\,e^x$ with $N=5$.

## Calculated quantities

```
Hermite weight exp(-x^2), N = 4 (oscillator units)
mu0: 1.772454
off-diagonal elements b_1..b_4: 0.707107  1.000000  1.224745  1.414214
nodes x_k: -1.650680  -0.524648  0.524648  1.650680
weights W_k: 0.081313  0.804914  0.804914  0.081313
U row n=0, columns k=1..4: 0.214186  0.673887  0.673887  0.214186
U row n=1, columns k=1..4: -0.500000  -0.500000  0.500000  0.500000
U row n=2, columns k=1..4: 0.673887  -0.214186  -0.214186  0.673887
U row n=3, columns k=1..4: -0.500000  0.500000  -0.500000  0.500000
integral of x^8 exp(-x^2), exact and Gauss sum: 11.631728  8.973048
difference of these two: 2.658681
<phi_3|x^2|phi_3>, exact and DVR: 3.500000  1.500000
DVR kinetic matrix row 1 (hbar omega): 0.795876  -0.538675  -0.038675  0.158248
DVR kinetic matrix row 2 (hbar omega): -0.538675  1.204124  -0.658248  -0.038675
DVR kinetic matrix row 3 (hbar omega): -0.038675  -0.658248  1.204124  -0.538675
DVR kinetic matrix row 4 (hbar omega): 0.158248  -0.038675  -0.538675  0.795876
harmonic DVR levels (hbar omega): 0.500000  1.500000  2.500000  2.500000
quartic coefficient in V = x^2/2 + c x^4: 0.10
potential at the four nodes (hbar omega): 2.104796  0.145204  0.145204  2.104796
N=4 ground energy, DVR and exact integrals (hbar omega): 0.5578060  0.5595649
N=8 ground energy, DVR and exact integrals (hbar omega): 0.5591340  0.5591660
N=16 ground energy, DVR and exact integrals (hbar omega): 0.5591463  0.5591463
N=32 ground energy, DVR and exact integrals (hbar omega): 0.5591463  0.5591463
finite-difference ground energy, extrapolated (hbar omega): 0.5591463
Weight sqrt(1-x^2) exp(x) on (-1,1), N = 5 (dimensionless)
mu0: 1.775500
diagonal elements a_0..a_4: 0.240194  0.009681  0.000124  0.000001  0.000000
off-diagonal elements b_1..b_5: 0.470878  0.499386  0.499995  0.500000  0.500000
nodes x_k: -0.842731  -0.433621  0.082951  0.558617  0.884784
weights W_k: 0.070264  0.285894  0.561091  0.601724  0.256527
first eigenvector components U_0k: 0.198933  0.401275  0.562155  0.582155  0.380107
```
